# Choosing a Pulsed or Continuous Source in EUV Mirror Contamination Models

## A pulse too short for refilling

A hydrocarbon adsorbs on a mirror, and each flash of extreme-ultraviolet (EUV) light cracks some of it to carbon. Let $\theta$ be the fraction of occupied sites, $a$ the arrival rate per empty site and $d$ the thermal desorption rate. Between flashes

$$\frac{d\theta}{dt}=a(1-\theta)-d\,\theta=\lambda(\theta_d-\theta),\qquad \lambda=a+d,\quad \theta_d=\frac{a}{\lambda}.$$

Suppose the flash is so short that nothing arrives or desorbs while it lasts. If each molecule is cracked at rate $p$ for a time $\tau$, the coverage falls from $\theta_0$ to $\theta_1=\theta_0e^{-\varphi}$, where $\varphi=p\tau$ is the pulse strength. Over the following period $T$ the distance to $\theta_d$ shrinks by $e^{-x}$, with $x=\lambda T$. In the periodic state the coverage must return to $\theta_0$:

$$\theta_0=\theta_d+(\theta_0e^{-\varphi}-\theta_d)e^{-x}
\;\Rightarrow\;
\theta_0=\theta_d\,\frac{1-e^{-x}}{1-e^{-x-\varphi}} .$$

The number cracked per site and pulse is $Y=\theta_0(1-e^{-\varphi})$. Writing each $1-e^{-u}$ as $2e^{-u/2}\sinh(u/2)$ cancels the exponential prefactors. Expanding $\sinh[(x+\varphi)/2]$ by the addition theorem then gives

$$Y=\frac{2\theta_d\sinh(x/2)\sinh(\varphi/2)}{\sinh[(x+\varphi)/2]}
=\frac{2\theta_d}{\coth(x/2)+\coth(\varphi/2)} .$$

A continuous source of equal mean dose cracks at the constant rate $\varphi/T$. Setting $a=(\lambda+\varphi/T)\theta$ gives its steady coverage and its yield per period:

$$\theta_c=\theta_d\frac{x}{x+\varphi},\qquad Y_c=\varphi\theta_c=\frac{\theta_d}{1/x+1/\varphi}.$$

To compare the yields, define $L(u)=\tfrac12\coth(u/2)-1/u$. Then $1/Y=[1/x+1/\varphi+L(x)+L(\varphi)]/\theta_d$, and

$$\frac{Y_c}{Y}-1=\frac{x\varphi}{x+\varphi}\,[L(x)+L(\varphi)] .$$

For $u>0$, $\tanh(u/2)<u/2$ makes $L$ positive. The equivalent form $L=\tfrac12+1/(e^u-1)-1/u$ is below $\tfrac12$, because $e^u-1>u$. The bracket is therefore below 1, and the excess is smaller than both $x$ and $\varphi$.

The yield thus agrees with the continuous result when either number is small, but the coverage need not. For $x=0.01$ and $\varphi=5$ the pulsed yield is 0.997 of the continuous one, while the coverage falls by a factor of 148 in each flash. Nearly every molecule that arrives is cracked under both sources, so the yield is set by the supply.

Two limits follow. If $x\gg1$, the surface refills before each flash and $Y\to\theta_d(1-e^{-\varphi})$. If $\varphi\gg1$, each flash empties it and $Y\to\theta_d(1-e^{-x})$.

## What the setting selects

A contamination simulation can represent the source by its time average or resolve each pulse. Electronic-structure calculations enter such a simulation through the binding energy, which together with the attempt rate and the temperature fixes $d$; the source setting decides how $p(t)$ is treated.

The model assumes one layer of equivalent sites, first-order desorption, cracking linear in intensity, and constant pressure and temperature. A cracked molecule leaves carbon that offers a fresh site. With arrival and desorption kept on during the pulse,

$$\frac{d\theta}{dt}=a-[\lambda+p(t)]\theta,$$

where $p(t)=p$ for a duration $\tau$ and zero for the remaining $T-\tau$. The duty is $D=\tau/T$.

## The exact pulse-resolved solution

In each interval the coefficients are constant, so the distance to that interval's own steady value decays exponentially. The bright steady value is $\theta_b=a/(\lambda+p)$. With

$$E_b=e^{-(\lambda+p)\tau},\qquad E_d=e^{-\lambda(T-\tau)},$$

the coverages at the end of the pulse and at the end of the period are

$$\theta_1=\theta_b+(\theta_0-\theta_b)E_b,\qquad
\theta_2=\theta_d+(\theta_1-\theta_d)E_d .$$

Inserting the first into the second gives

$$\theta_2=\theta_d(1-E_d)+\theta_bE_d(1-E_b)+E_bE_d\,\theta_0 .$$

The periodic state has $\theta_2=\theta_0$, hence

$$\theta_0=\frac{\theta_d(1-E_d)+\theta_bE_d(1-E_b)}{1-E_bE_d} .$$

Two different starting coverages approach each other by the factor $E_bE_d$ per cycle. Its exponent is $(\lambda+p)\tau+\lambda(T-\tau)=x+\varphi$, so after $n$ cycles

$$\theta^{(n)}=\theta_0+\left(\theta^{(0)}-\theta_0\right)e^{-n(x+\varphi)} .$$

Since $a>0$, the exponent is positive and the periodic state is unique and attracting. Under the continuous source a deviation decays at rate $\lambda+\varphi/T$, which over one period is the same factor. Sampled once per period, the two descriptions settle equally fast at any pulse strength; they differ in the value approached.

Integrating $p\theta$ over the bright interval gives the yield,

$$Y=p\left[\theta_b\tau+(\theta_0-\theta_b)\frac{1-E_b}{\lambda+p}\right].$$

All terms in the formula for $\theta_0$ are positive, so its sums suffer no cancellation. The differences $1-e^{-u}$ do lose digits when $u$ is small, and should be computed with a routine made for $e^u-1$. The denominator is best taken as $1-e^{-(x+\varphi)}$ directly, not from the rounded product $E_bE_d$.

## Why weak pulses suffice

The weights in the numerator of $\theta_0$ add up to its denominator: $(1-E_d)+E_d(1-E_b)=1-E_bE_d$. So $\theta_0$ is a weighted average of $\theta_d$ and $\theta_b$ and lies between them. The coverage therefore falls throughout the pulse, rises throughout the dark interval, and stays between $\theta_1$ and $\theta_0$.

Now integrate the rate equation over one period. The net change is zero, and $a=\lambda\theta_d$, so

$$x\theta_d=x\bar\theta+\varphi\bar\theta_b ,$$

where $\bar\theta$ is the mean over the whole period and $\bar\theta_b$ the mean over the pulse. The left side equals $(x+\varphi)\theta_c$, which makes $\theta_c$ a weighted average of two means. Both lie between $\theta_1$ and $\theta_0$, hence

$$\theta_1\le\theta_c\le\theta_0 .$$

During the pulse $d\theta/dt=\lambda(\theta_d-\theta)-p\theta\ge-p\theta$, because $\theta\le\theta_d$. Integration gives $\theta_1\ge\theta_0e^{-\varphi}$. Combining the two results, at every instant of the periodic state

$$e^{-\varphi}\le\frac{\theta(t)}{\theta_c}\le e^{\varphi}.$$

Since $Y/Y_c=\bar\theta_b/\theta_c$, the yield ratio obeys the same bounds. The condition $\varphi\ll1$ alone recovers the continuous result, whatever the duty and however far the surface recovers between pulses.

The coverage bound survives a change of pulse shape if $\varphi=\int p\,dt$ over one pulse. Wherever $\theta>\theta_d$, the rate $d\theta/dt=\lambda(\theta_d-\theta)-p\theta$ is negative. A periodic orbit can therefore neither stay above $\theta_d$ nor climb above it from below, so $\theta\le\theta_d$ still holds. Weighting $\bar\theta_b$ with $p(t)$ restores the balance, and $d\theta/dt\ge-p\theta$ limits the fall from the maximum to the next minimum to a factor $e^{-\varphi}$.

For rectangular pulses the yield error also has a definite sign. The bright decay is convex and lies below its chord, so $\bar\theta_b\le m$ with $m=(\theta_0+\theta_1)/2$. The dark recovery is concave, so its mean is at least $m$. Then $\bar\theta_b\le\bar\theta$, and the balance gives $\bar\theta_b\le\theta_c$. Within this model, rectangular pulses never crack more than continuous light of equal mean dose.

## How large the error is

Take $x$ and $\varphi$ both small. The balance gives $x(\theta_d-\theta_c)=\varphi\theta_c$, so near $\theta_c$ the net refilling rate is $\lambda(\theta_d-\theta_c)=\varphi\theta_c/T$. The drop during the pulse is, to leading order,

$$\Delta=\theta_0-\theta_1=\left(p\theta_c-\frac{\varphi\theta_c}{T}\right)\tau=\varphi(1-D)\theta_c .$$

At this order both arcs are straight and $\theta_c$ is their midpoint. Hence

$$\frac{\theta_0}{\theta_c}-1\simeq\frac{\varphi(1-D)}{2}.$$

The yield error comes from the curvature of the arcs. Over an interval of length $s$, the mean of a parabola differs from the midpoint of its end values by $-s^2\theta''/12$. In the pulse $\theta'\simeq-\Delta/\tau$ and $\theta''=-(\lambda+p)\theta'$; in the dark $\theta'\simeq\Delta/(T-\tau)$ and $\theta''=-\lambda\theta'$. Therefore

$$\bar\theta_b\simeq m-\frac{(xD+\varphi)\Delta}{12},\qquad
\bar\theta_{\rm dark}\simeq m+\frac{x(1-D)\Delta}{12}.$$

Their difference is $(x+\varphi)\Delta/12$. Since $\bar\theta=D\bar\theta_b+(1-D)\bar\theta_{\rm dark}$, we have $\bar\theta-\bar\theta_b\simeq(1-D)(x+\varphi)\Delta/12$. Writing the balance as $(x+\varphi)(\theta_c-\bar\theta_b)=x(\bar\theta-\bar\theta_b)$ gives

$$1-\frac{Y}{Y_c}=\frac{\theta_c-\bar\theta_b}{\theta_c}\simeq\frac{(1-D)^2x\varphi}{12}.$$

The coverage ripple is first order in the pulse strength. The yield error is a product of two small numbers, as long as $x$ is small too; for short, weak pulses with $x\gg1$ it approaches $\varphi/2$ instead.

## Numbers for an illuminator mirror

Consider a model hydrocarbon of 200 g/mol with 14 carbon atoms, at a partial pressure of $10^{-9}$ Torr and 300 K. The light has a wavelength of 13.5 nm and a mean incident power of 1 W/cm², in 50 ns pulses at 50 kHz. Each pulse carries 20 µJ/cm². With an effective cracking cross-section of $10^{-17}$ cm², which includes secondary electrons, and a photon energy of 91.84 eV,

$$\varphi=\frac{(10^{-17}\ \mathrm{cm^2})(20\ \mathrm{\mu J/cm^2})}{91.84\ \mathrm{eV}}=1.36\times10^{-5},$$

with both energies expressed in the same unit. Dividing by 50 ns gives $p=272$ s⁻¹; dividing by the period gives a mean cracking rate of 0.680 s⁻¹.

Kinetic gas theory gives an arrival flux of $1.43\times10^{11}$ cm⁻² s⁻¹. With $2\times10^{14}$ sites per cm² and unit sticking on empty sites, $a=7.17\times10^{-4}$ s⁻¹. A binding energy of 0.8 eV and an attempt rate of $10^{13}$ s⁻¹ give $d=0.364$ s⁻¹, so $x=7.29\times10^{-6}$. The continuous coverage is

$$\theta_c=\frac{7.17\times10^{-4}}{7.17\times10^{-4}+0.3636+0.6796}=6.87\times10^{-4}.$$

The pulse-resolved coverage at the start of a pulse exceeds this by a relative $6.8\times10^{-6}$, as $\varphi(1-D)/2$ predicts with $D=2.5\times10^{-3}$. The relative yield deficit is $8.2\times10^{-12}$, both from the formula and from 50-digit matrix exponentials of the rate equation.

Using the peak rate as if it lasted would give $\theta_b=2.6\times10^{-6}$, far too low. Relaxation towards that value takes about $1/p$, some milliseconds, whereas the pulse lasts 50 ns.

About 65% of the arriving molecules are cracked. The yield of $9.34\times10^{-9}$ per site and pulse, multiplied by the repetition rate, the site density and 14 atoms, and divided by the atomic density of carbon at 2 g/cm³, gives a gross growth of 0.47 nm/h. Starting from the dark coverage, the deviation falls to 1% of its initial value after $\ln100/(x+\varphi)\approx2.2\times10^5$ pulses, or 4.4 s.

Now lower the repetition rate with mean power and pulse duration held fixed. At 10 Hz, $\varphi=0.068$: the coverage swings between 1.034 and 0.966 of $\theta_c$, while the yield is low by 0.02%. At 1 Hz, $\varphi=0.68$: the swing runs from 1.35 to 0.68, and the yield is low by 2.0%.

These low-rate cases illustrate the isothermal equations, not a usable mirror. If 35% of the pulse energy heats a 300 nm layer of heat capacity 2 J/(cm³ K) without loss, the temperature jump is 0.12 K at 50 kHz but 583 K at 10 Hz. The 300 nm is a round value: in a Mo/Si stack the absorbed flux falls to $1/e$ within about 50 nm, and conduction spreads the heat during the pulse. With a conductivity of 1 W/(m K) the surface jump at 50 kHz is closer to 0.2 K. For these inputs, constant temperature fails before the pulses become strong in the sense of $\varphi\sim1$.

## The real mirror

The inputs are rough values or round model parameters meant for the illuminator of a scanner with a tin-plasma source. The cross-section, the binding energy and the attempt rate depend on the molecule and the surface, and are the least certain. For large molecules the attempt rate can exceed $10^{13}$ s⁻¹ by orders of magnitude; at the same binding energy, $10^{15}$ s⁻¹ would multiply both coverage and growth by about 0.03. The model omits the hydrogen background of such a tool. If one hydrogen atom in a thousand removes a carbon atom, $1.3\times10^{15}$ atoms per cm² and second would cancel the growth. At 0.02 Torr of hydrogen, this corresponds to dissociating about $2\times10^{-5}$ of the molecules that strike the surface. The yield of one in a thousand is an assumed value, and the required share scales inversely with it: 2% for one in a million. The 0.47 nm/h is therefore a gross rate and does not predict mirror lifetime.

The incident and reflected waves also interfere. For a reflectivity of 0.65 the local intensity lies between 0.04 and 3.3 times the incident one. If cracking follows the local intensity, growth lies between 0.05 and 0.62 nm/h. The upper value rises less than the intensity because the supply of molecules limits it.

## Choosing the setting

**Compute $\varphi$ first.** It is the cracking cross-section times the photons per unit area in one pulse. For a relative coverage error of at most $\varepsilon$ at every instant of the periodic state, $\varphi\le\ln(1+\varepsilon)$ is sufficient; for 1% this means $\varphi$ just below 0.01. The continuous setting then serves for both coverage and growth, under the assumptions stated above.

**If growth alone is wanted, compute $x$ as well.** For pulses short enough that refilling during the flash is negligible, the relative excess $Y_c/Y-1$ is below the smaller of $x$ and $\varphi$. The continuous setting can then give a good growth rate even when it misrepresents the coverage.

**If pulses must be resolved, do not step through them.** With constant parameters, the fixed point and the factor $e^{-n(x+\varphi)}$ give the coverage after any number of cycles. If pressure or temperature drifts slowly, hold them constant over a block of cycles and update between blocks.

**Check linearity before averaging.** If the cracking rate per adsorbed molecule varied as the square of the intensity, its time average under rectangular pulses would be $1/D$ times that of continuous light of equal mean power. For the example this factor is 400 (growth itself rises by less, since it cannot exceed the supply limit of 0.72 nm/h), and a small $\varphi$ computed from a linear cross-section would give no protection. Desorption driven by pulse heating raises the same concern; here the model jump of 0.12 K raises $d$ by 1.2% at its peak, and a jump of 0.2 K by about 2%.

**Improve the binding energy before resolving weak pulses.** Write $\bar p=\varphi/T$. Since $\theta_c=a/(a+d+\bar p)$ and $d\propto e^{-E/k_BT_s}$, with $E$ the binding energy and $T_s$ the surface temperature,

$$\frac{\partial\ln\theta_c}{\partial E}=\frac{1}{k_BT_s}\,\frac{d}{a+d+\bar p}.$$

The last factor is the fraction of arriving molecules, counted per empty and occupied site alike, that is lost to desorption, about 0.35 here. Lowering $E$ by 0.05 eV multiplies the coverage by 0.33; raising it by 0.05 eV multiplies it by 1.42. The response weakens on the strong-binding side because cracking then removes most molecules. A mean temperature rise of 5 K multiplies the coverage by 0.81. The 5 K is illustrative: the absorbed 0.35 W/cm², conducted through 1 cm, gives about 0.2 K in silicon but about 27 K in a glass of 1.3 W/(m K), which would multiply the coverage by 0.20. At 50 kHz each of these changes far exceeds the relative error of $7\times10^{-6}$ made by the continuous setting. The numerical output lists these coverage factors.

## Table of computed values

```
INPUTS (rough typical or round model values)
wavelength 13.5 nm; mean power 1.0 W/cm2
repetition rate 50 kHz; pulse duration 50 ns
hydrocarbon pressure 1e-09 Torr; temperature 300 K
molar mass 200 g/mol; C atoms per molecule 14
site density 2e+14 1/cm2; sticking probability 1 on an empty site
binding energy 0.8 eV; attempt rate 1e+13 1/s
cross-section 1e-17 cm2; carbon density 2.0 g/cm3
RATES AND GROUPS
photon energy 91.84 eV; pulse fluence 20.0 uJ/cm2
arrival flux 1.4341e+11 1/(cm2 s); arrival rate a 7.1704e-04 1/s
desorption rate d 0.3636 1/s; bright cracking rate p 271.84 1/s
mean cracking rate 0.6796 1/s; duty 2.50e-03
x = 7.2858e-06; phi = 1.3592e-05 (dimensionless)
PERIODIC STATE
dark-limit coverage 1.9683e-03; bright-limit coverage 2.6342e-06
coverage at pulse start 6.86889885e-04
coverage at pulse end   6.86880572e-04
continuous-source coverage 6.86885229e-04
start/continuous - 1 = 6.7791e-06; phi(1-D)/2 = 6.7791e-06
cracked per site and pulse 9.3362e-09
yield deficit: matrix 8.2112e-12, formula 8.2112e-12
fraction of arriving molecules cracked 0.6510
gross carbon growth 0.4692 nm/h
pulses to 1% of initial deviation: stepped 220577, formula 220576.2
settling time 4.412 s
SWEEP at fixed mean power: rate, phi, start/cont, end/cont, yield/cont, heating
  50000 Hz 1.359e-05 1.000007 0.999993 1.000000 0.117 K
   1000 Hz 6.796e-04 1.000340 0.999660 1.000000 5.83 K
     10 Hz 6.796e-02 1.034152 0.966205 0.999794 583 K
      1 Hz 6.796e-01 1.350300 0.684355 0.979899 5.83e+03 K
STRONG PULSE x=0.01, phi=5: yield/cont 0.99694, start/end 148.4
NEGLECTED EFFECTS
heating inputs: reflectivity 0.65, depth 300 nm, 2.0 J/(cm3 K)
pulse heating 0.1167 K raises d by 1.21 %
5 K mean rise: coverage times 0.813
binding energy -0.05 eV: coverage times 0.327
binding energy +0.05 eV: coverage times 1.424
standing-wave node: intensity times 0.038, growth 0.0472 nm/h
standing-wave antinode: intensity times 3.262, growth 0.6191 nm/h
H atoms to cancel growth at 1e-03 C per H: 1.307e+15 1/(cm2 s)
H2 flux at 0.02 Torr 2.857e+19 1/(cm2 s); dissociated share needed 2.29e-05
```
